\section*{The Nucleation Barrier of a Spherical Cap on a Flat Substrate, part 2}

A crystal nucleus forms in an amorphous film (the matrix) on a flat substrate. How far does the substrate lower the nucleation barrier? The nucleus is a spherical cap of sphere radius $r$, base radius $a=r\sin\theta$ and height $r(1-\cos\theta)$. The contact angle $\theta$ is measured inside the nucleus, between the substrate and the tangent to the curved surface at the contact line; $c=\cos\theta$.

Free energies are counted from the film without a nucleus. Crystallization releases $g>0$ per volume, the crystal–matrix interface costs $\gamma$ per area, and $\sigma=\gamma_{\rm ms}-\gamma_{\rm ns}$ is the matrix–substrate minus the nucleus–substrate energy per area. Both $g$ and $\gamma$ are constants, and $\gamma$ is the same for every orientation.

For a full sphere inside the film,
\[
G_{\rm hom}(r)=-\frac{4\pi}{3}r^3g+4\pi r^2\gamma ,
\]
with its maximum $G^*_{\rm hom}=16\pi\gamma^3/(3g^2)$ at $r^*=2\gamma/g$. For a cap of any angle,
\[
G=-gV+\gamma A_{\rm cap}-\sigma A_{\rm base},
\]
\[
V=\frac{4\pi r^3}{3}\,f(\theta),\qquad
f(\theta)=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4},
\]
\[
A_{\rm cap}=2\pi r^2(1-c),\qquad A_{\rm base}=\pi r^2(1-c^2).
\]
For $|\sigma|<\gamma$, the cap of least interface energy at given volume, called relaxed, obeys Young's equation,
\[
\cos\theta=\frac{\sigma}{\gamma},
\]
and has $G_{\rm het}(r)=f(\theta)\,G_{\rm hom}(r)$ at every radius.

A star marks critical values, so $G^*$ is a barrier and $V^*$ the critical cap's volume. Primes mark an imposed angle $\theta'$ with cosine $c'$; $v$ and $S$ are then the coefficients of volume and interface energy, and $G^*_{\rm imposed}$ is the barrier. $T$ is temperature, $kT$ the thermal energy, $Q$ the jump energy, $\tau$ the contact-line energy per length, $\Delta G^*$ the barrier shift it causes, and $B$ the bulk modulus.

The example uses eV and nm: 873 K, 50 atoms/nm$^3$, 0.10 eV released per atom, $\gamma=1.50$ eV/nm$^2$, $\theta=80^\circ$ ($\sigma=0.2605$ eV/nm$^2$), and a film 100 nm thick.

\section*{The barrier, its limits and an example}

The symbols carried over are these. Crystallization releases the free energy $g$ per volume, the crystal--matrix interface costs $\gamma$ per area, and $\sigma$ is the matrix--substrate energy per area minus the nucleus--substrate energy per area. The relaxed cap has $\cos\theta=\sigma/\gamma$, with $\theta$ measured inside the nucleus, and its free energy is $G_{\rm het}(r)=f(\theta)G_{\rm hom}(r)$ with $f=(2+\cos\theta)(1-\cos\theta)^2/4$. The sphere has its maximum $G^*_{\rm hom}=16\pi\gamma^3/(3g^2)$ at $r^*=2\gamma/g$.

A constant factor does not move a maximum. From
\begin{equation}
\frac{dG_{\rm het}}{dr}=4\pi r f(\theta)\,(2\gamma-rg)
\end{equation}
the free energy of the cap rises up to $r^*$ and falls beyond it, and the height of the maximum is
\begin{equation}
G^*_{\rm het}=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4}\;\frac{16\pi\gamma^3}{3g^2}.
\end{equation}
This is the lowest barrier that caps allow. A nucleus growing from nothing to a large size must pass through the volume $V^*$ of the critical cap. At that volume no cap has less energy than the relaxed one, whose energy is $G^*_{\rm het}$.

The critical radius is the same with and without the substrate; the critical volume is not. Using $r^*=2\gamma/g$,
\begin{equation}
\frac{g V^*}{2}=\frac g2\,\frac{4\pi}{3}\,\frac{8\gamma^3}{g^3}\,f(\theta)
=\frac{16\pi\gamma^3}{3g^2}f(\theta)=G^*_{\rm het}.
\end{equation}
The barrier is half the bulk energy released by the critical nucleus. The substrate lowers it by letting a surface of critical curvature enclose fewer atoms.

To see how $f$ depends on the angle, write $f=(2-3c+c^3)/4$ with $c=\cos\theta$, so that
\begin{equation}
\frac{df}{dc}=-\frac34(1-c^2)\le0 .
\end{equation}
As $\theta$ goes from $0$ to $180^\circ$, $c$ falls and $f$ rises steadily from 0 to 1. It is $1/2$ at $90^\circ$. Changing the sign of $c$ gives
\begin{equation}
f(\theta)+f(180^\circ-\theta)=\frac{(2-3c+c^3)+(2+3c-c^3)}{4}=1 ,
\end{equation}
which says that two such caps make up one sphere. For small angles in radians, $1-\cos\theta\approx\theta^2/2$ and $2+\cos\theta\approx3$, hence $f\approx3\theta^4/16$. Within the cap model, the fourth power makes a well-wetted substrate very effective: at $30^\circ$ the factor is 0.013. By the symmetry just shown, $f$ approaches 1 equally gently at the other end, and at $150^\circ$ the substrate takes off little more than one per cent of the barrier.

The limit $\theta\to0$ must be read with care. The formula sends the barrier to zero, but the height of the critical cap, $r^*(1-\cos\theta)$, also goes to zero. Once it is less than an atomic layer, a continuum cap no longer describes the nucleus. For the critical radius of 0.60 nm in the example below, the height falls under the mean atomic spacing at angles below about $57^\circ$. The barrier found there for $30^\circ$ therefore tests the algebra and does not describe a real nucleus.

The factor holds for the angle that the interface energies select. Suppose instead that the cap is held at some other angle $\theta'$, with cosine $c'$, at every size, while $\sigma$ stays the same. The free energy is then $-gv r^3+Sr^2$, with
\begin{equation}
v=\frac{4\pi}{3}f(\theta'),\qquad S=\pi\left[2\gamma(1-c')-\sigma(1-c'^2)\right].
\end{equation}
Its derivative $-3gvr^2+2Sr$ vanishes at $r=2S/(3gv)$. There $gvr=2S/3$, so that
\begin{equation}
G^*_{\rm imposed}=Sr^2-\frac{2S}{3}r^2=\frac{Sr^2}{3}=\frac{4S^3}{27g^2v^2}.
\end{equation}
This is never below $G^*_{\rm het}$, because at each volume the imposed cap costs at least as much as the relaxed one. A smaller imposed angle does not bring the smaller barrier that $f(\theta')$ would suggest; the example will show the size of the difference.

For numbers, consider an amorphous silicon film on oxide, crystallized in a furnace at 873 K. Take 50 atoms/nm$^3$, a driving energy of 0.10 eV per atom and $\gamma=1.50$ eV/nm$^2$. These are rough values for this regime. The contact angle of $80^\circ$ is chosen for illustration and is not a measured property of this interface. The driving energy per volume is
\begin{equation}
g=50\times0.10=5.0\ {\rm eV/nm^3},
\end{equation}
and the critical radius is $r^*=2\times1.50/5.0=0.60$ nm. The homogeneous barrier is
\begin{equation}
G^*_{\rm hom}=\frac{16\pi\,(1.50)^3}{3\,(5.0)^2}=2.26\ {\rm eV}=3.62\times10^{-19}\ {\rm J}.
\end{equation}
An angle of $80^\circ$ corresponds to $\sigma=0.2605$ eV/nm$^2$, so $\cos\theta=0.2605/1.50=0.174$ and
\begin{equation}
f=\frac{2.174\times(0.826)^2}{4}=0.371,\qquad
G^*_{\rm het}=0.371\times2.262=0.839\ {\rm eV}=1.34\times10^{-19}\ {\rm J}.
\end{equation}
The critical sphere contains about 45 atoms, the critical cap about 17.

The same barrier can be found without Young's equation and without $f$. Volumes and areas of caps are integrated numerically, the energy is minimized over the angle at each volume, and the result is maximized over the volume. With $\sigma=0.2605$ eV/nm$^2$ this search gives 0.8393 eV, equal to the formula in all printed digits. It agrees equally well for the values of $\sigma$ that belong to 30, 60, 90, 120 and 150 degrees; the numerical output lists these barriers. If instead an angle of $60^\circ$ is imposed while $\sigma$ keeps its value for $80^\circ$, the barrier is 0.953 eV, above the relaxed one. Putting $60^\circ$ into $f$ would have given 0.353 eV.

At 873 K the thermal energy $kT$ is 0.0752 eV. The barriers are 30.1 $kT$ for the sphere and 11.2 $kT$ for the cap. The probability of a critical fluctuation at a given site contains the factor $e^{-G^*/kT}$, and the ratio of these factors is
\begin{equation}
\exp\left(\frac{2.262-0.839}{0.0752}\right)\approx1.6\times10^8
\end{equation}
in favour of the substrate. Against this, the substrate offers fewer sites. If one layer of atoms, with the mean spacing of 0.271 nm, can use the substrate in a film 100 nm thick, the ratio of sites is $0.271/100=2.7\times10^{-3}$. The product is about $4\times10^5$. If the kinetic prefactors per site are equal, nucleation at the substrate therefore dominates in this model.

The exponential also shows what a change of substrate could do. With $\gamma$, $g$ and temperature held fixed, going from $80^\circ$ to $120^\circ$ raises the barrier from 0.839 to 1.909 eV. The exponent grows by $1.07/0.0752\approx14$, and the Boltzmann factor falls by about six powers of ten. An underlayer with smaller $\sigma$ thus suppresses nucleation at that face, as long as the face is flat and uniform and the cap model applies. Nucleation in the interior of the film is left as it was. With the site ratio above and equal prefactors per site, the interior at $120^\circ$ nucleates about three times as often as the face, so a still smaller $\sigma$ would gain little more. This count leaves out the other face of the film. If that face nucleated as readily as the $80^\circ$ substrate, the change of underlayer would only halve the total rate.

The factor $f$ does not multiply the whole activation energy of the nucleation rate. Atoms must also jump across the interface, and for this a rough activation energy is 2.7 eV. Adding the barriers gives 4.96 eV for the sphere and 3.54 eV for the cap, a ratio of 0.71 and not 0.37. Nor are these sums the slopes of an Arrhenius plot. If the rate varies as $e^{-(Q+G^*)/kT}$ with a constant jump energy $Q$, the slope against $1/kT$ gives the apparent energy
\begin{equation}
Q+\frac{d(G^*/kT)}{d(1/kT)}=Q+G^*-T\frac{dG^*}{dT}.
\end{equation}
The driving energy shrinks as the temperature rises, because the amorphous material has the higher entropy. At constant $\gamma$ and $\theta$ this makes $G^*$ rise with temperature, and the apparent energy lies below the sum. Since $G^*$ varies as $1/g^2$, the difference is $2G^*$ times the relative fall of $g$ per relative rise of $T$. For an assumed entropy difference of $0.2\,k$ per atom it is 0.25 eV for the cap and 0.68 eV for the sphere, and a steeper fall of $g$ makes it larger. The time in which a film crystallizes depends on the growth of the nuclei as well, and so has yet another apparent energy.

Several neglected effects can be sized for the cap of this example. The contact line may itself carry an energy $\tau$ per length, of either sign. The critical cap is stationary with respect to both height and base radius, so a small extra energy shifts the barrier, to first order, by its value on the unchanged cap. With the base radius $a=0.591$ nm and a rough size $\tau=0.05$ eV/nm,
\begin{equation}
\Delta G^*\approx2\pi a\tau=2\pi\times0.591\times0.05=0.19\ {\rm eV}.
\end{equation}
Solving for the shifted stationary point gives barriers of 1.026 eV for positive and 0.655 eV for negative $\tau$, in accord with this estimate. A change of 0.19 eV alters the Boltzmann factor about twelvefold. The size of $\tau$ is an assumption, and it could be larger: $\gamma$ times the atomic spacing is 0.41 eV/nm. With $\tau=\pm0.1$ eV/nm the barriers are 1.21 and 0.47 eV, shifts larger than those from the change of $\gamma$ considered next. At $+0.41$ eV/nm the critical nucleus becomes a full sphere, and at $-0.41$ eV/nm the barrier disappears.

A change of the interface energy by 10\% has a larger effect than this line energy. Inserting $\cos\theta=\sigma/\gamma$ into the barrier gives
\begin{equation}
G^*_{\rm het}=\frac{4\pi}{3g^2}\,(2\gamma+\sigma)(\gamma-\sigma)^2 .
\end{equation}
With $\sigma$ and $g$ fixed, raising $\gamma$ by 10\% lifts the barrier to 1.152 eV, which is 37\% above 0.839 eV. Lowering it by 10\% gives 0.589 eV, which is 30\% below. The angle moves by only about one degree in either case. Such a change is a rough substitute for a weak dependence of $\gamma$ on curvature or orientation; a strong dependence on orientation would produce facets and change the shape itself. A driving energy 10\% smaller, with $\gamma$ and $\sigma$ fixed, raises the barrier by the factor $1/0.9^2$ to 1.036 eV.

Crystal and matrix also differ in density, which strains them. An upper bound on the strain energy follows from forcing the crystal to keep the volume of the matrix it replaces, with the matrix left unstrained, since elastic relaxation can only lower the energy. The bound assumes a film free of stress; for the misfit used below, a tensile film stress of 1 GPa would add about 0.08 eV/nm$^3$. For a rough bulk modulus $B=100$ GPa and a rough volume misfit of 2\%, the bound is
\begin{equation}
\tfrac12B\,(0.02)^2=2\times10^7\ {\rm J/m^3}=0.125\ {\rm eV/nm^3}.
\end{equation}
Subtracted from $g$, it raises the barrier to at most 0.883 eV for these inputs, an increase of 5\%.

Set beside a real silicon film, the temperature, atomic density and driving energy of the example are of the right size, whereas $\gamma$ is uncertain and $\theta$ is an assumption. Crystalline silicon has an interface energy that depends on orientation, so the assumption of a uniform $\gamma$ is broken, and the 10\% variation above shows how quickly the barrier responds. The uncertainty of $\gamma$ is larger than 10\%: the value used is 0.24 J/m$^2$, and atomistic simulations have given higher ones. At fixed $g$ and $\theta=80^\circ$ the barrier varies as $\gamma^3$, and it is 1.6 eV for 0.3 J/m$^2$ and 3.9 eV for 0.4 J/m$^2$. The film is far thicker than the cap, whose height is 0.50 nm, so its thickness does not limit the nucleus. But that height is only 1.8 mean atomic spacings, and with about 17 atoms the nucleus has hardly any interior. Treating it as bulk crystal with a sharp surface is therefore doubtful, and the variations above do not measure the error this causes. The value 0.84 eV is the result of the cap model for the stated inputs; for a particular film it indicates a size and no more. In amorphous oxides of several metals there is a further condition: if the crystal differs in composition from the matrix, $g$ depends on the composition around the nucleus, and one constant $g$ for sphere and cap is no longer assured.

\section*{Table of computed values}
\begin{verbatim}
temperature: 873 K
thermal energy kT: 0.0752 eV
atom density: 50 atoms/nm^3
driving energy per atom: 0.10 eV
driving energy per volume g: 5.00 eV/nm^3
interface energy gamma: 1.50 eV/nm^2
contact angle: 80 deg
substrate energy difference sigma: 0.2605 eV/nm^2
critical radius, both cases: 0.600 nm
cap height: 0.496 nm
cap base radius: 0.591 nm
factor f: 0.3711
homogeneous barrier: 2.262 eV
homogeneous barrier: 3.624 x 1e-19 J
substrate barrier: 0.839 eV
substrate barrier: 1.345 x 1e-19 J
homogeneous barrier / kT: 30.1
substrate barrier / kT: 11.2
atoms in critical sphere: 45.2
atoms in critical cap: 16.8
angle (deg), f, f*G_hom (eV), searched barrier (eV):
   30  0.0129  0.0291  0.0291
   60  0.1562  0.3534  0.3534
   80  0.3711  0.8393  0.8393
   90  0.5000  1.1310  1.1310
  120  0.8438  1.9085  1.9085
  150  0.9871  2.2329  2.2329
imposed angle 60 deg, true barrier: 0.953 eV
imposed angle put into f (wrong use): 0.353 eV
Boltzmann gain of substrate: 1.63e+08
film thickness: 100 nm
substrate sites / film sites: 2.71e-03
gain times site ratio: 4.43e+05
neglected effects, substrate barrier with each one:
  line tension +0.05 eV/nm: 1.026 eV
  line tension -0.05 eV/nm: 0.655 eV
  gamma +10%: 1.152 eV, angle 80.9 deg
  gamma -10%: 0.589 eV, angle 78.9 deg
  bulk modulus: 100 GPa, volume misfit: 2 %
  strain energy, upper bound: 0.125 eV/nm^3
  with that strain energy: 0.883 eV
  driving energy -10%: 1.036 eV
mean atomic spacing: 0.271 nm
cap height in atomic spacings: 1.83
rough jump activation energy: 2.7 eV
jump + homogeneous barrier: 4.96 eV
jump + substrate barrier: 3.54 eV
\end{verbatim}
